# Dopant Counting and Threshold Voltage in a Uniform Depletion Layer: a numerical check

```python
"""Random acceptors and MOS threshold voltage.
Result under test: corr(n, V_T) = sqrt(3)/2, so the count n explains 3/4 of Var(V_T).
n: Poisson number of acceptors at depth 0 < x < W, with mean m = N*A*W.
V_T = const + v*S, S = sum(1 - x_i/W), v = q/(C*A).
N: acceptor density, A: gate area, C: oxide capacitance per area,
W: nominal depletion width at the fixed threshold surface potential phi_s.
Lengths are in nm and potentials in V unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(20)
target = np.sqrt(3) / 2


def correlation(a, b):
    return np.corrcoef(a, b)[0, 1]


# Direct sampling at a small mean: the law must not need many dopants.
small_mean = 3.0
trials = 200000
count = rng.poisson(small_mean, trials)
depth = rng.random((trials, count.max()))
present = np.arange(count.max())[None, :] < count[:, None]
shift = np.sum((1 - depth) * present, axis=1)
small_corr = correlation(count, shift)
group_size = np.bincount(count)
group_mean = np.bincount(count, shift) / np.maximum(group_size, 1)
small_share = np.var(group_mean[count]) / np.var(shift)
four = shift[count == 4]
assert abs(small_corr - target) < 0.005
assert abs(small_share - 0.75) < 0.008
assert abs(four.mean() - 4 / 2) < 0.02
assert abs(four.var() - 4 / 12) < 0.015
del depth, present


def self_consistent_edge(mean, samples, windows):
    """Acceptor sheets ionize from the surface until phi_s is reached.
    Depth is in units of W; the last sheet is partly ionized.
    Returns the ionized number and the counts to each window depth."""
    columns = int(1.5 * mean + 8 * np.sqrt(1.5 * mean) + 20)
    charges, counts = [], []
    for _ in range(samples // 1000):
        x = np.cumsum(rng.exponential(1 / mean, (1000, columns)), axis=1)
        moment = np.cumsum(x, axis=1)
        needed = mean / 2
        assert x[:, -1].min() > max(windows)
        assert moment[:, -1].min() > needed
        full = np.sum(moment < needed, axis=1)
        row = np.arange(1000)
        before = np.where(full > 0, moment[row, full - 1], 0.0)
        charges.append(full + (needed - before) / x[row, full])
        counts.append([np.sum(x < c, axis=1) for c in windows])
    return np.concatenate(charges), np.concatenate(counts, axis=1)


def window_correlation(c):
    if c <= 1:
        return np.sqrt(3 * c) * (1 - c / 2)
    return np.sqrt(3 / (4 * c))


windows = (1 / 3, 2 / 3, 1.0, 1.5)
large_mean = 1000.0
charge, counts = self_consistent_edge(large_mean, 20000, windows)
window_mc = [correlation(charge, c) for c in counts]
for c, measured in zip(windows, window_mc):
    assert abs(measured - window_correlation(c)) < 0.015
assert abs(charge.std() / np.sqrt(large_mean / 3) - 1) < 0.025
scan = np.linspace(0.01, 2, 19901)
best_window = scan[np.argmax([window_correlation(c) for c in scan])]
assert abs(best_window - 2 / 3) < 2e-4

# Example: rough typical values for a planar bulk device.
gate_length, gate_width, oxide = 50.0, 50.0, 2.0
density_cm3, phi_s = 1e18, 0.95
eps_s, eps_ox, temperature = 12.0, 4.0, 300.0
density = density_cm3 * 1e-21
area = gate_length * gate_width
q_eps0 = const.e / const.epsilon_0 * 1e9
W = np.sqrt(2 * eps_s * phi_s / (q_eps0 * density))
mean = density * area * W
step = q_eps0 * oxide / (eps_ox * area)
capacitance = eps_ox * const.epsilon_0 / (oxide * 1e-9)
sigma = step * np.sqrt(mean / 3)
sigma_count = step * np.sqrt(mean / 4)
sigma_position = step * np.sqrt(mean / 12)
charge, counts = self_consistent_edge(mean, 40000, (1.0,))
finite_corr = correlation(charge, counts[0])
finite_sigma = step * charge.std()
assert abs(finite_corr - target) < 0.03
assert abs(finite_sigma / sigma - 1) < 0.05

# Thermal depletion edge: y = x/W, psi = phi/phi_s, tau = kT/(q phi_s).
y = np.linspace(0, 2, 2001)
h = y[1] - y[0]


def thermal_profile(tau, start=None, sheet=0.0, node=1):
    psi = np.maximum(1 - y, 0)**2 if start is None else start.copy()
    source = np.zeros(y.size)
    source[node] = 2 * sheet / h
    for _ in range(40):
        holes = np.exp(-psi[1:-1] / tau)
        residual = (-(psi[2:] - 2 * psi[1:-1] + psi[:-2]) / h**2
                    + 2 * (1 - holes) + source[1:-1])
        bands = np.full((3, y.size - 2), -1 / h**2)
        bands[1] = 2 / h**2 + 2 * holes / tau
        change = solve_banded((1, 1), bands, residual)
        psi[1:-1] -= change
    assert np.max(np.abs(change)) < 1e-9
    return psi


def field_weight(psi):
    field = -np.gradient(psi, h, edge_order=2)
    return field / field[0]


def thermal_correlation(weight):
    inside = y <= 1 + h / 4
    first = trapezoid(weight[inside], y[inside])
    return first / np.sqrt(trapezoid(weight**2, y))


thermal_voltage = const.k * temperature / const.e
tau = thermal_voltage / phi_s
for trial_tau in (tau, tau / 10):
    base = thermal_profile(trial_tau)
    weight = field_weight(base)
    for node in (200, 500, 800, 1000):
        sheet = 2e-6
        changed = thermal_profile(trial_tau, base, sheet, node)
        response = (base[1] - changed[1]) / h / (2 * sheet)
        assert abs(response - weight[node]) < 0.003
        if trial_tau < tau and node < 1000:
            assert abs(response - (1 - y[node])) < 0.005
thermal_300 = thermal_correlation(field_weight(thermal_profile(tau)))
thermal_400 = thermal_correlation(
    field_weight(thermal_profile(tau * 400 / temperature)))


# Gate, oxide and depletion layer with a grounded edge, lateral wavenumber k.
def stack_matrix(k, width, spacing):
    cells_ox = round(oxide / spacing)
    cells = cells_ox + round(width / spacing)
    eps = np.where(np.arange(cells) < cells_ox, eps_ox, eps_s)
    both = eps[:-1] + eps[1:]
    matrix = np.diag(both / spacing**2 + k**2 * both / 2)
    off = -eps[1:-1] / spacing**2
    return matrix + np.diag(off, 1) + np.diag(off, -1), cells_ox - 1


def gate_weight(x, width, centroid):
    """Gate voltage per sheet charge/eps0 at fixed potential at the centroid."""
    deep = ((oxide / eps_ox + centroid / eps_s)
            * (width - x) / (width - centroid))
    return np.where(x < centroid, oxide / eps_ox + x / eps_s, deep)


def roughness_integral(k, width):
    """Integral over depth of the squared surface potential per sheet charge."""
    t = np.tanh(k * width)
    numerator = t / (2 * k) - width * (1 - t**2) / 2
    return numerator / (k * (eps_s + eps_ox * t / np.tanh(k * oxide)))**2


spacing, test_width = 0.1, 30.0
matrix, surface = stack_matrix(0.0, test_width, spacing)
gate_source = np.zeros(len(matrix))
gate_source[0] = eps_ox / spacing**2
gate_response = np.linalg.solve(matrix, gate_source)
test_x = np.arange(len(matrix) - surface) * spacing
for centroid in (0.0, 1.0):
    sensor = surface + round(centroid / spacing)
    source = np.zeros(len(matrix))
    source[sensor] = 1 / spacing
    green = np.linalg.solve(matrix, source)[surface:]
    measured = green / gate_response[sensor]
    assert np.allclose(measured, gate_weight(test_x, test_width, centroid),
                       atol=1e-7)
for k in (0.12, 0.5):
    matrix, surface = stack_matrix(k, test_width, spacing)
    source = np.zeros(len(matrix))
    source[surface] = 1 / spacing
    green = np.append(np.linalg.solve(matrix, source)[surface:], 0.0)
    measured = trapezoid(green**2, dx=spacing)
    assert abs(measured / roughness_integral(k, test_width) - 1) < 0.005

centroid = 1.0
x = (np.arange(200000) + 0.5) * W / 200000
shifted = gate_weight(x, W, centroid)
centroid_corr = shifted.mean() / np.sqrt(np.mean(shifted**2))
centroid_sigma = q_eps0 / area * np.sqrt(mean * np.mean(shifted**2))

mode = np.arange(-200, 201)
mx, my = np.meshgrid(mode, mode)
k = 2 * np.pi * np.hypot(mx / gate_length, my / gate_width)
k = k[k > 0]
roughness = q_eps0 * np.sqrt(
    density / area * np.sum(roughness_integral(k, W)))


# Deep source and drain: harmonic weight, 1 on the surface, 0 on other walls.
def side_wall_correlation(width_over_length):
    odd = np.arange(1, 4001, 2)
    a = odd * np.pi * width_over_length
    coth = 1 / np.tanh(a)
    amplitude = 8 / (np.pi * odd)**2
    first = np.sum(amplitude * np.tanh(a / 2) / a)
    second = np.sum(amplitude * (coth / (2 * a) - (coth**2 - 1) / 2))
    return first / np.sqrt(second)


nx, ny = 70, 100
second_x = diags([-1, 2, -1], [-1, 0, 1], shape=(nx - 1, nx - 1))
second_y = diags([-1, 2, -1], [-1, 0, 1], shape=(ny - 1, ny - 1))
laplace = (kron(second_x, identity(ny - 1))
           + kron(identity(nx - 1), second_y)).tocsc()
source = np.zeros((nx - 1, ny - 1))
source[0] = 1
grid = np.zeros((nx + 1, ny + 1))
grid[0] = 1
grid[0, [0, -1]] = 0.5
grid[1:-1, 1:-1] = spsolve(laplace, source.ravel()).reshape(nx - 1, ny - 1)
first = trapezoid(trapezoid(grid, dx=1 / ny), dx=1 / nx)
second = trapezoid(trapezoid(grid**2, dx=1 / ny), dx=1 / nx)
assert abs(first / np.sqrt(second) - side_wall_correlation(nx / ny)) < 0.01
short_corr = side_wall_correlation(W / gate_length)
long_length = 500.0
long_corr = side_wall_correlation(W / long_length)
assert short_corr < long_corr < target

oxide_field = q_eps0 * density * W / eps_ox * 10
extra = 10
chosen_count = round(mean) + extra
expected_shift = step * (chosen_count - mean) / 2
residual = step * np.sqrt(chosen_count / 12)

print(f"Gate length, width: {gate_length:.0f}, {gate_width:.0f} nm")
print(f"Oxide thickness: {oxide:.1f} nm")
print(f"Acceptor density: {density_cm3:.1e} cm^-3")
print(f"Threshold surface potential: {phi_s:.2f} V")
print(f"Relative permittivity, body and oxide: {eps_s:.0f}, {eps_ox:.0f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal voltage: {1e3 * thermal_voltage:.2f} mV")
print(f"Nominal depletion width: {W:.2f} nm")
print(f"Mean acceptor number: {mean:.2f}")
print(f"Oxide capacitance: {capacitance * 100:.3f} uF/cm2")
print(f"Surface-acceptor voltage step v: {1e3 * step:.3f} mV")
print(f"Threshold standard deviation: {1e3 * sigma:.2f} mV")
print(f"Count part, standard deviation: {1e3 * sigma_count:.2f} mV")
print(f"Position part, standard deviation: {1e3 * sigma_position:.2f} mV")
print(f"Correlation, formula: {target:.5f}")
print(f"Explained share, formula: {target**2:.4f}")
print(f"Chosen acceptor number: {chosen_count}")
print(f"Expected shift at that number: {1e3 * expected_shift:.2f} mV")
print(f"Remaining standard deviation: {1e3 * residual:.2f} mV")
print(f"Sampled correlation at mean {small_mean:.0f}: {small_corr:.4f}")
print(f"Sampled explained share at that mean: {small_share:.4f}")
print(f"Self-consistent edge, mean number {large_mean:.0f}:")
for c, measured in zip(windows, window_mc):
    print(f"  Window {c:.3f} W: sampled {measured:.4f}, "
          f"formula {window_correlation(c):.4f}")
print(f"Best counting window: {best_window:.3f} W")
print(f"Best explained share: {window_correlation(best_window)**2:.4f}")
print(f"Example, moving edge, correlation: {finite_corr:.4f}")
print(f"Example, moving edge, deviation: {1e3 * finite_sigma:.2f} mV")
print(f"Thermal edge, correlation at 300 K: {thermal_300:.4f}")
print(f"Thermal edge, correlation at 400 K: {thermal_400:.4f}")
print(f"Assumed inversion centroid: {centroid:.1f} nm")
print(f"Correlation with that centroid: {centroid_corr:.4f}")
print(f"Deviation with that centroid: {1e3 * centroid_sigma:.2f} mV")
print(f"Deep side walls, {gate_length:.0f} nm, correlation: {short_corr:.4f}")
print(f"Deep side walls, {gate_length:.0f} nm, share: {short_corr**2:.3f}")
print(f"Deep side walls, {long_length:.0f} nm, correlation: {long_corr:.4f}")
print(f"Lateral surface-potential roughness: {1e3 * roughness:.1f} mV")
print(f"Roughness over thermal voltage: {roughness / thermal_voltage:.2f}")
print(f"Oxide field at threshold: {oxide_field:.2f} MV/cm")
print("OK")
```

Output:

```
Gate length, width: 50, 50 nm
Oxide thickness: 2.0 nm
Acceptor density: 1.0e+18 cm^-3
Threshold surface potential: 0.95 V
Relative permittivity, body and oxide: 12, 4
Temperature: 300 K
Thermal voltage: 25.85 mV
Nominal depletion width: 35.50 nm
Mean acceptor number: 88.74
Oxide capacitance: 1.771 uF/cm2
Surface-acceptor voltage step v: 3.619 mV
Threshold standard deviation: 19.68 mV
Count part, standard deviation: 17.05 mV
Position part, standard deviation: 9.84 mV
Correlation, formula: 0.86603
Explained share, formula: 0.7500
Chosen acceptor number: 99
Expected shift at that number: 18.56 mV
Remaining standard deviation: 10.39 mV
Sampled correlation at mean 3: 0.8651
Sampled explained share at that mean: 0.7483
Self-consistent edge, mean number 1000:
  Window 0.333 W: sampled 0.8328, formula 0.8333
  Window 0.667 W: sampled 0.9427, formula 0.9428
  Window 1.000 W: sampled 0.8665, formula 0.8660
  Window 1.500 W: sampled 0.7043, formula 0.7071
Best counting window: 0.667 W
Best explained share: 0.8889
Example, moving edge, correlation: 0.8659
Example, moving edge, deviation: 19.69 mV
Thermal edge, correlation at 300 K: 0.8695
Thermal edge, correlation at 400 K: 0.8707
Assumed inversion centroid: 1.0 nm
Correlation with that centroid: 0.8677
Deviation with that centroid: 23.47 mV
Deep side walls, 50 nm, correlation: 0.7425
Deep side walls, 50 nm, share: 0.551
Deep side walls, 500 nm, correlation: 0.8541
Lateral surface-potential roughness: 25.0 mV
Roughness over thermal voltage: 0.97
Oxide field at threshold: 1.61 MV/cm
OK
```
